# Sign Reversal of Surface Stress under a Decaying Composition Wave

## Result

An elastic solid fills $z\ge 0$, where $z$ is depth, and carries the composition wave

$$c(x,z)=\delta\cos(kx)\,e^{-qz},\qquad k>0,\; q>0 .$$

A positive $c$ means an excess of the larger atoms. Assume the following.

1. The solid is coherent, linear and isotropic, with uniform Young modulus $E$ and Poisson ratio $\nu$, $0\le\nu<1/2$.
2. The composition produces a stress-free strain $\eta c$, equal in all directions, with $\eta>0$.
3. The total strain along $y$ vanishes, and nothing depends on $y$ (plane strain).
4. The surface $z=0$ is flat and free of traction, and the stresses decay with depth.

Tension is positive. Write $M=E/(1-\nu)$ and $S=M\eta\delta$.

**Theorem.** The stress along the modulation, evaluated at the surface, is

$$\sigma_{xx}(x,0)=S\,\frac{k-q}{k+q}\,\cos kx .\tag{1}$$

Over regions rich in large atoms it is compressive for $q>k$, zero for $q=k$ and tensile for $q<k$.

"Surface stress" here means the bulk stress at $z=0$, in units of pressure, not the excess force per length of a surface. A uniform misfit stress may be present as well; formula (1) gives the modulated part, and that part reverses.

## Proof

**Lemma 1 (field equation).** Let $\sigma_{xx}=\phi_{zz}$, $\sigma_{zz}=\phi_{xx}$ and $\sigma_{xz}=-\phi_{xz}$, where subscripts on $\phi$ and $c$ denote derivatives. Then equilibrium holds identically, and

$$\nabla^4\phi=-M\eta\,\nabla^2c .\tag{2}$$

*Proof.* Hooke's law along $y$, with zero total strain, reads $0=[\sigma_{yy}-\nu(\sigma_{xx}+\sigma_{zz})]/E+\eta c$, so

$$\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})-E\eta c .\tag{3}$$

Inserting this in $\varepsilon_{xx}=[\sigma_{xx}-\nu\sigma_{zz}-\nu\sigma_{yy}]/E+\eta c$ gives

$$\varepsilon_{xx}=\frac{(1-\nu^2)\sigma_{xx}-\nu(1+\nu)\sigma_{zz}}{E}+(1+\nu)\eta c .$$

The strain $\varepsilon_{zz}$ follows by exchanging $x$ and $z$, and $\varepsilon_{xz}=(1+\nu)\sigma_{xz}/E$. These strains derive from a displacement if $\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}=2\partial_x\partial_z\varepsilon_{xz}$. In terms of $\phi$ this condition is

$$\frac{1-\nu^2}{E}(\phi_{xxxx}+\phi_{zzzz})+\frac{-2\nu(1+\nu)+2(1+\nu)}{E}\phi_{xxzz}+(1+\nu)\eta\nabla^2c=0 .$$

The middle numerator equals $2(1-\nu^2)$, so the stress terms combine into $(1-\nu^2)\nabla^4\phi/E$. Division by $(1-\nu^2)/E$ gives (2). ∎

*Proof of the theorem.* For the given wave, $\nabla^2c=(q^2-k^2)c$. With $\phi=f(z)\cos kx$, equation (2) becomes

$$\left(\frac{d^2}{dz^2}-k^2\right)^2 f=-S(q^2-k^2)e^{-qz}.\tag{4}$$

The tractions follow from $\sigma_{zz}=-k^2f\cos kx$ and $\sigma_{xz}=kf'\sin kx$. A free surface therefore requires $f(0)=f'(0)=0$.

Take $q\ne k$ first. A particular solution $Pe^{-qz}$ needs $P(q^2-k^2)^2=-S(q^2-k^2)$, hence $P=-S/(q^2-k^2)$. The decaying homogeneous solutions are $(A+Bz)e^{-kz}$. The condition $f(0)=0$ gives $A=-P$. The condition $f'(0)=-qP-kA+B=0$ gives $B=(q-k)P$. Thus

$$f=-\frac{S}{q^2-k^2}\left[e^{-qz}-e^{-kz}+(q-k)z\,e^{-kz}\right].\tag{5}$$

The second derivative of the bracket at $z=0$ is

$$q^2-k^2-2k(q-k)=(q-k)(q+k-2k)=(q-k)^2 ,$$

so $f''(0)=-S(q-k)^2/[(q-k)(q+k)]=S(k-q)/(k+q)$, which is (1).

For $q=k$ the right side of (4) vanishes. Then $f=(A+Bz)e^{-kz}$, and the two surface conditions give $A=B=0$. Hence $f=0$, in agreement with (1). ∎

**Remark (why the stress vanishes).** At $q=k$ the misfit strain is harmonic, and the solid can accommodate it in the $xz$ plane without stress. The displacements

$$u_x=\frac{(1+\nu)\eta\delta}{k}\sin(kx)e^{-kz},\qquad u_z=-\frac{(1+\nu)\eta\delta}{k}\cos(kx)e^{-kz}$$

have $\partial_xu_x=\partial_zu_z=(1+\nu)\eta c$ and no shear, which are the strains of Lemma 1 with zero in-plane stress. So $\sigma_{xx}$, $\sigma_{zz}$ and $\sigma_{xz}$ vanish at every depth, while $\sigma_{yy}=-E\eta c$ remains.

## What the surface feels from each depth

**Proposition 2.** For $c=\delta\cos(kx)g(z)$ with a decaying, piecewise smooth $g$,

$$\sigma_{xx}(x,0)=S\cos(kx)\left[-g(0)+2k\int_0^\infty e^{-kz}g(z)\,dz\right].\tag{6}$$

*Proof.* Equation (2) now says that $h=f''-k^2f+Sg$ obeys $h''-k^2h=0$. Its decaying solution is $h=He^{-kz}$, so

$$f''-k^2f=-Sg+He^{-kz}.$$

Multiply by $e^{-kz}$ and integrate over depth. The left side is the boundary term $[e^{-kz}(f'+kf)]_0^\infty=0$. The right side then gives $H/(2k)=S\int_0^\infty e^{-kz}g\,dz$. At the surface $f(0)=0$, so $f''(0)=-Sg(0)+H$, which is (6). ∎

The first term is the compression of large atoms at the surface, held laterally by the material around them. The second is tension caused by large atoms below, which stretch the surface as they expand. The weight of material at depth $z$ falls as $e^{-kz}$. For a profile nearly constant in depth, the part below $1/k$ still supplies a fraction $e^{-1}$, about 37%, of this tension. For $g=e^{-qz}$ the bracket is $-1+2k/(k+q)=(k-q)/(k+q)$, a second derivation of (1).

Two limits show the competition. For $q\gg k$ the wave is a thin skin, and $\sigma_{xx}\to-S\cos kx$, the stress of a layer clamped in its plane. For $q\ll k$ it consists of deep columns. Far below the surface, where $c$ hardly varies with depth, $\sigma_{xx}=0$ and $\sigma_{zz}=-M\eta c$. Freeing the surface adds a normal stress $+S\cos kx$ there. The corresponding solution $A(1+kz)e^{-kz}$, which has no surface shear, gives $f''(0)=-k^2A$. This equals the amplitude of $\sigma_{zz}$, so the surface acquires $\sigma_{xx}=+S\cos kx$.

**Proposition 3.** For $q\ne k$, $\sigma_{xx}$ changes sign at two depths, and its integral over depth is zero.

*Proof.* The integral is proportional to $\int_0^\infty f''dz=-f'(0)=0$. From (5), $f''=-Se^{-kz}B(z)/(q^2-k^2)$ with

$$B(z)=q^2e^{-(q-k)z}-k^2-2k(q-k)+k^2(q-k)z .$$

Since $B''=q^2(q-k)^2e^{-(q-k)z}>0$, $B$ has at most two zeros. It is positive at $z=0$, where it equals $(q-k)^2$, and it tends to $+\infty$ at large depth. The zero integral requires it to be negative somewhere, so it has two zeros. ∎

## The other stress component

At the surface $\sigma_{zz}=0$, so (3) and (1) give

$$\sigma_{yy}(x,0)=-E\eta\delta\cos(kx)\left[1-\frac{\nu}{1-\nu}\,\frac{k-q}{k+q}\right].\tag{7}$$

For $0\le\nu<1/2$ the subtracted product has magnitude below one, so $\sigma_{yy}$ does not reverse.

This matters for alloy instability. The interaction energy of a dilatational site of volume $\Omega$ with a stress field is $-\eta\Omega(\sigma_{xx}+\sigma_{yy}+\sigma_{zz})$. At the surface the sum is

$$(1+\nu)\sigma_{xx}-E\eta c=E\eta c\left[\frac{1+\nu}{1-\nu}\,\frac{k-q}{k+q}-1\right].$$

It vanishes when $(k-q)/(k+q)=(1-\nu)/(1+\nu)$, that is, at $q=\nu k$. Between $q=\nu k$ and $q=k$ the stress along the modulation is tensile over large-atom regions, yet the total stress there still opposes adding large atoms. The reversal at $q=k$ is therefore not by itself a threshold for decomposition.

## Cubic crystals

Take a cubic crystal with a (001) surface and modulation along [100] or [110]. By symmetry the in-plane problem separates from displacement along $y$:

$$\sigma_{xx}=C_{xx}\varepsilon_{xx}+C_{xz}\varepsilon_{zz}-Tc,\qquad \sigma_{zz}=C_{xz}\varepsilon_{xx}+C_{zz}\varepsilon_{zz}-Tc ,$$

with $T=(C_{11}+2C_{12})\eta$, because an equal strain in all directions produces a hydrostatic stress in a cubic crystal. The in-plane strains at zero in-plane stress are $e_{xx}c$ and $e_{zz}c$. Solving the two equations gives

$$\frac{e_{zz}}{e_{xx}}=\frac{C_{xx}-C_{xz}}{C_{zz}-C_{xz}} .$$

**Proposition 4.** The surface stress reverses at $q/k=\sqrt{e_{zz}/e_{xx}}$. This is $1$ for [100] and $\sqrt{(1+A)/2}$ for [110], where $A=2C_{44}/(C_{11}-C_{12})$.

*Proof.* Let $s_{ij}$ be the inverse of the in-plane stiffness matrix and $s_s=1/C_{44}$. Compatibility gives

$$s_{xx}f''''-(2s_{xz}+s_s)k^2f''+s_{zz}k^4f=-\delta(e_{xx}q^2-e_{zz}k^2)e^{-qz}.$$

For exponentials $e^{-pz}$ the left side is $s_{xx}(p^2-p_1^2)(p^2-p_2^2)$, where $p_1,p_2$ have positive real parts and are real or complex conjugates (elastic stability excludes imaginary roots). Let $P$ be the coefficient of $e^{-qz}$ in $f$. The operator $d^2/dz^2+(p_1+p_2)d/dz+p_1p_2$ removes the homogeneous part of $f$ and leaves $P(q-p_1)(q-p_2)e^{-qz}$. At $z=0$, with $f=f'=0$, this gives $f''(0)=P(q-p_1)(q-p_2)$. Inserting $P$,

$$f''(0)=-\frac{\delta\,(e_{xx}q^2-e_{zz}k^2)}{s_{xx}(q+p_1)(q+p_2)} .\tag{8}$$

The case $q=p_1$ or $p_2$ follows by continuity. The denominator is positive, so the numerator fixes the sign. For [100], $C_{xx}=C_{zz}=C_{11}$ and the ratio is 1. For [110], $C_{xx}=(C_{11}+C_{12})/2+C_{44}$, $C_{zz}=C_{11}$ and $C_{xz}=C_{12}$, so the ratio is $1/2+C_{44}/(C_{11}-C_{12})=(1+A)/2$. ∎

## Example: a silicon-germanium film

The elastic constants are rounded inputs of a typical size, $C_{11}=155$, $C_{12}=59$ and $C_{44}=76$ GPa; their isotropic (Hill) averages are $E=154.0$ GPa and $\nu=0.218$. The misfit is roughly $\eta=0.042$ per unit germanium fraction. The film is coherent on silicon. Its mean germanium fraction is 0.30, the wave amplitude $\delta=0.05$ and the wavelength 100 nm. Further digits below serve to check the arithmetic only. The alloy lattice parameter is not linear in composition: near a fraction of 0.30 the local slope is about 0.039 and the mean misfit about 0.0115 rather than 0.0126, so the modulated stresses below are high by about 6% and the mean stresses by about 9%. Then

$$M=\frac{154.0}{0.782}=196.9\ \text{GPa},\qquad S=196.9\times0.00210=0.4135\ \text{GPa}.$$

With $k=0.06283\ \text{nm}^{-1}$, the critical decay length is $1/k=15.9$ nm.

For a decay length of 5 nm, $q=0.2\ \text{nm}^{-1}$ and

$$\sigma_{xx}=0.4135\times\frac{0.06283-0.2}{0.06283+0.2}=-0.216\ \text{GPa}$$

on a germanium-rich line. For 40 nm the factor is $+0.431$ and $\sigma_{xx}=+0.178$ GPa. The modulated transverse stress stays compressive there, at $-0.370$ and $-0.285$ GPa. The film also carries a mean in-plane stress of about $-2.5$ GPa, so the full $\sigma_{xx}$ remains compressive everywhere on the surface; only its modulated part reverses. The sign changes of $\sigma_{xx}$ lie at depths of 5.8 and 38.8 nm in the first case, and 12.0 and 73.9 nm in the second. These depths hold for a wave that continues through the half-space. If the 40 nm wave stops at a depth of 50 nm, its first sign change moves to about 11 nm, the second becomes a jump at the cut, and a third appears near 130 nm, where the stress is negligible.

These formulas were tested against a direct numerical solution of the displacement equations. For $\nu=0.1,0.22,0.4$ and $q/k=0.4,0.8,1.5,4$, the largest difference in the in-plane stresses down to $kz=8$ was $2.2\times10^{-8}$ of the stress scale. The numerical reversal lay at $q/k=1.000000$. For the profile $g=e^{-(kz)^2/2}$, the solution and the bracket in (6) both gave 0.31136.

## How far real films move the reversal

**Crystal anisotropy.** Here $A=1.58$. The reversal stays at $q=k$ for [100] and moves to $q=1.14k$ for [110], a decay length of 14.0 nm. The 5 nm wave gives $-0.195$ GPa along [100] and $-0.183$ GPa along [110]; the 40 nm wave gives $0.162$ and $0.202$ GPa.

**Finite depth.** If the wave stops at depth $h$, (6) loses $S\,2k\,e^{-(k+q)h}/(k+q)$. For $h=50$ nm this is 0.007 GPa for the 40 nm wave, about 4% of its stress, and negligible for the 5 nm wave. A substrate with different moduli is not included.

**Moduli that vary with composition.** The film's mean elastic strains are $\varepsilon_0=-0.30\eta$ in the plane and $-2C_{12}\varepsilon_0/C_{11}$ along $z$. A change of moduli acting on them adds different stresses along $x$ and $z$, so $e_{xx}\ne e_{zz}$ even for [100]. With rough slopes $dC_{11}/dc=-37$ GPa and $dC_{12}/dc=-16$ GPa, this effect alone moves the reversal to $q=1.05k$ along [100], and from $1.14k$ to $1.19k$ along [110]. The mean strain of about 1.3% also acts through prestress, third-order elastic constants and the elastic swelling of the surface. These are left out here and may shift the reversal by a similar amount, so neither the size nor the sign of the net shift is determined here.

**Surface undulation.** Let the surface rise by $a\cos kx$, $ka\ll1$, under a mean in-plane stress $\sigma_0$. To first order, zero traction on the tilted surface requires $\sigma_{xz}(x,0)=\sigma_0ak\sin kx$ on the flat reference plane. The solution $f=\sigma_0a\,z\,e^{-kz}$ meets this condition, and its $f''(0)=-2ak\sigma_0$ is the added surface stress amplitude. The isotropic mean stress is $\sigma_0=-196.9\times0.042\times0.30=-2.48$ GPa. One atomic layer, roughly $a=0.14$ nm, with germanium-rich crests, therefore adds $2\times0.14\times0.06283\times2.48=0.044$ GPa. Setting

$$\frac{k-q}{k+q}+u=0,\qquad u=\frac{0.0436}{0.4135}=0.105,$$

gives $q/k=(1+u)/(1-u)=1.24$. This balance also needs $qa\ll1$, since the composition at the crest is $\delta e^{qa}$ when depth is measured from the flat plane. At $u=1$, reached near $a=1.3$ nm, the first-order balance has no root, and the crest is in modulated tension for decay lengths well above $a$. For steeper waves the neglected terms matter: at $a=1.33$ nm the $\cos kx$ amplitude turns compressive again between $q=8k$ and $q=20k$. Germanium-rich troughs shift the reversal the other way.

Strained silicon-germanium layers can develop lateral structure over tens to hundreds of nanometres, so the chosen wavelength is plausible; the decay lengths were chosen to lie on either side of $1/k$. A coherent 50 nm film at this composition would be metastable against misfit dislocations. These would lower $|\sigma_0|$ and, with it, the last two shifts. In this example an undulation with an amplitude of one atomic layer moves the reversal more than the other effects sized here: by about 24% in the isotropic model, and by about 19% along either [100] or [110] when the cubic constants and the corresponding mean stress, $-2.13$ GPa, are used. Since $u=2ak\times0.30/\delta$ in the isotropic model, the shift is larger for weaker composition waves and smaller for longer wavelengths. For modulation along [100] in this example, $q=k$ can be trusted to within several per cent only if the undulation amplitude is well below one atomic layer; along [110] the crystal anisotropy already shifts the reversal on a flat surface. At an assumed softening rate of $7\times10^{-5}$ per kelvin, heating by 600 K lowers the moduli by roughly 4%; if all soften in proportion and the misfit is fixed, the stresses fall by that fraction, and the reversal in the flat, uniform-modulus model stays in place. In the real film the misfit is not fixed: germanium expands more than silicon, by roughly $3\times10^{-6}$ per kelvin, which raises $\eta$ by about 4% over the same range and largely offsets the softening. The numerical output lists the input values.

## Numbers as computed

```
C11, C12, C44 (rough): 155, 59, 76 GPa
dC11/dc, dC12/dc (rough): -37, -16 GPa
misfit per unit Ge fraction (rough): 0.042
mean Ge fraction, wave amplitude: 0.30, 0.05
wavelength: 100 nm; k = 0.06283 1/nm
critical decay length 1/k: 15.92 nm
Hill averages: E = 154.0 GPa, nu = 0.2180
E/(1-nu): 196.9 GPa
misfit strain amplitude: 0.00210
stress scale E*eta*delta/(1-nu): 0.4135 GPa
mean film stress: -2.481 GPa
--- decay length 5 nm: q = 0.2000 1/nm
q/k: 3.1831; factor (k-q)/(k+q): -0.5219
surface sigma_xx, Ge-rich line: -0.2158 GPa
surface sigma_yy, Ge-rich line: -0.3704 GPa
sigma_xx changes sign at: 5.80, 38.76 nm
cubic sigma_xx, [100] and [110]: -0.1950, -0.1826 GPa
[100] with varying moduli: -0.1794 GPa
change if wave ends at 50 nm: -3.88e-07 GPa
shift, 60 to 80 intervals: 2.9e-12 GPa
shift, domain 20/k to 26/k: 1.9e-12 GPa
--- decay length 40 nm: q = 0.0250 1/nm
q/k: 0.3979; factor (k-q)/(k+q): 0.4307
surface sigma_xx, Ge-rich line: 0.1781 GPa
surface sigma_yy, Ge-rich line: -0.2845 GPa
sigma_xx changes sign at: 11.98, 73.89 nm
cubic sigma_xx, [100] and [110]: 0.1619, 0.2020 GPa
[100] with varying moduli: 0.1681 GPa
change if wave ends at 50 nm: -7.32e-03 GPa
shift, 60 to 80 intervals: 1.0e-11 GPa
shift, domain 20/k to 26/k: 1.1e-11 GPa
--- position of the sign reversal
isotropic, numerical q/k: 1.000000
Zener ratio A: 1.5833
cubic, numerical q/k: [100] 1.000000, [110] 1.1365
critical decay length for [110]: 14.00 nm
[100] with varying moduli, q/k: 1.0476
undulation amplitude (one layer, rough): 0.14 nm
undulation stress at crest: 0.0436 GPa
q/k of reversal with undulation: 1.2360
softening rate (rough): 7e-05 1/K
softening over 600 K: 4.2 %
Gaussian profile exp(-(kz)^2/2), factor: 0.31136
same from depth-weight integral: 0.31136
largest field error / stress scale: 2.2e-08
```
